Exchange and RPA energy of a gated two-dimensional electron gas

**Problem**

An unpolarized, uniform electron gas of zero thickness lies at distance d from an ideal metal gate, which responds instantaneously. In Hartree atomic units its density is n = kF²/(2π), and two electrons interact through

v(q) = 2π(1 − e^(−2qd))/q.

Find the exchange energy ε_x and the RPA correlation energy ε_c per electron. Follow them as kF d decreases, first by moving the gate closer at fixed density, then by diluting the gas at fixed d. Does exchange plus RPA become reliable whenever kF d is small?

**A tempting solution, which is wrong**

The system has two lengths, 1/kF and d, and a Coulomb energy is an inverse length. Hence

ε_x + ε_c = kF F(kF d).

For small kF d the exponential can be expanded, giving the constant v = 4πd. Exchange is first order in v, so ε_x = −B kF(kF d). Correlation starts at second order, so ε_c = −A kF(kF d)², with A and B pure numbers, because momentum transfers beyond 2kF play no part, as in exchange. The ratio ε_c/ε_x = (A/B) kF d then vanishes with kF d. It does not matter which length is changed, and exchange alone suffices in the end.

**Where it fails**

There is a third length, the Bohr radius, hidden by the units. Second-order energies have the form (interaction)²/(kinetic energy). With v of order e²d, density of order kF² and kinetic energies of order ħ²kF²/m, the second-order energy per electron is of order

(kF² e²d)²/(ħ²kF²/m) = (e²/a₀)(kF d)², where a₀ = ħ²/(m e²).

The tempting formula has e²kF in place of e²/a₀. Dividing by the exchange energy, of order e²kF²d, gives d/a₀ and not kF d.

The second fault is the limit on momentum transfer. Exchange needs two occupied states separated by q, which requires q < 2kF. Correlation excites electrons into empty states, and q has no such limit. The calculation below shows that transfers between kF and 1/d supply a logarithm.

**The interaction and the energies kept apart**

At height h above a unit point charge, the in-plane Fourier component φ of the potential obeys φ″ − q²φ = −4πδ(h), so φ = 2πe^(−q|h|)/q. The image of an electron has opposite charge and lies 2d away. Therefore

v(r) = 1/r − 1/√(r² + 4d²)

has the stated transform, whose value at q = 0 is v(0) = 4πd. With the compensating charge on the gate, the Hartree energy per electron is n v(0)/2 = kF²d. Each electron also has energy −1/(4d) with its own image. This constant is not part of the pair interaction and is left out of the energies below.

**Exchange**

The interaction energy beyond Hartree is ½∫d²q/(2π)² v(q)[S(q) − 1], with S the static structure factor. For free electrons, 1 − S is the fraction of the Fermi disk that overlaps a copy displaced by q. With y = q/(2kF), the overlap area is 2kF² g(y), where

g(y) = arccos y − y√(1 − y²) for y < 1.

Dividing by πkF² gives 1 − S = (2/π)g. Since d²q = 2πq dq, the factor q cancels the one in v, and with dq = 2kF dy and a = 4kF d,

ε_x = −½∫dq (1 − e^(−2qd))(2/π)g = −(2kF/π)∫₀¹dy (1 − e^(−ay)) g(y).

This is kF times a function of kF d, so the tempting scaling holds for exchange.

Differentiation gives g′ = −2√(1 − y²). Integrating by parts,

∫₀¹y g dy = ∫₀¹y²√(1 − y²)dy = π/16,
∫₀¹y²g dy = (2/3)∫₀¹y³√(1 − y²)dy = (2/3)(2/15) = 4/45.

Near the gate, 1 − e^(−ay) = ay − a²y²/2 + …, hence

ε_x = −(2kF/π)[πa/16 − 2a²/45 + …] = −kF²d/2 + 64kF³d²/(45π) + …

The first term cancels half the Hartree energy: electrons of equal spin do not feel a contact interaction.

Far from the gate, ∫₀¹g dy = 2∫₀¹y√(1 − y²)dy = 2/3, while another integration by parts gives

∫₀¹e^(−ay)g dy = π/(2a) − (2/a)∫₀¹e^(−ay)√(1 − y²)dy ≈ π/(2a) − 2/a².

Thus

ε_x ≈ −4kF/(3π) + 1/(4d) − 1/(4πkF d²).

The term 1/(4d) cancels the self-image energy. An electron together with its exchange hole is neutral, and at large distance their images cancel to this order.

**Density response**

Let D = (k+q)²/2 − k²/2 = q²/2 + k·q. The free response at imaginary frequency is

χ₀(q,iω) = 2∫d²k/(2π)² (f_k − f_(k+q))/(iω − D).

In the second term substitute k → −k − q. This turns f_(k+q) into f_k and D into −D. Since 1/(iω − D) − 1/(iω + D) = −2D/(D² + ω²),

−χ₀ = (1/π²)∫_(k<kF) d²k D/(D² + ω²) = (1/π²) Re∫_(k<kF) d²k/(D + iω).

Put A = q²/2 + iω. The angular integral is 2π/√(A² − k²q²), with the root of positive real part, and the radial integral then gives

−χ₀ = (2/(πq²)) Re[A − √(A² − kF²q²)].

With z = q/(2kF), u = ω/(q kF) and w = z + iu, we have A = q kF w. Therefore −χ₀ = P/π, where

P = Re[w − √(w² − 1)]/z = Re[1/(w + √(w² − 1))]/z.

**RPA correlation energy**

An excitation of energy Ω and weight W contributes 2ΩW/(Ω² + ω²) to −χ. Its integral over dω/(2π), from −∞ to ∞, is W, so nS(q) = −∫dω/(2π) χ(q,iω).

Scale the interaction by λ. In RPA χ_λ = χ₀/(1 − λvχ₀). With x = −vχ₀, the correlation part of the interaction energy, integrated over the coupling, contains

∫₀¹dλ [x/(1 + λx) − x] = ln(1 + x) − x.

Consequently

ε_c = (1/(2n))∫d²q/(2π)² ∫dω/(2π) [ln(1 + x) − x].

The integrand is even in ω. Collecting factors, (π/kF²)(1/(2π))(1/π) = 1/(2πkF²), and q dq dω = 8kF⁴z² dz du. This gives

ε_c = (4kF²/π)∫₀^∞dz z²∫₀^∞du [ln(1 + x) − x],
x = (1 − e^(−az))P/(kF z).

The explicit kF in the denominator of x is the parameter missing from the tempting solution.

The same energy is a zero-point energy. If −χ₀ is a sum of pair terms 2D_i w_i/(D_i² + ω²), then 1 + x is the product of (ω² + Ω_i²)/(ω² + D_i²), where Ω_i are the RPA frequencies. Since ∫dω/(2π) ln[(ω² + Ω²)/(ω² + D²)] = Ω − D, each q contributes ½[Σ(Ω_i − D_i) − vΣw_i]. Diagonalizing these modes at kF = 1.3 and d = 0.4, with q < 40kF, gives −0.120548 hartree, as does the frequency integral with the same cutoff.

At fixed kF, v(q) falls at every q > 0 as the gate approaches. The overlap g is positive, and the derivative of ln(1 + x) − x is −x/(1 + x) < 0. Both |ε_x| and |ε_c| therefore decrease steadily.

**The near-gate limit at fixed density**

Because 1 − e^(−az) ≤ az, we have x ≤ 4dP. Moreover P ≤ 1: transitions between two occupied states cancel in χ₀, the remaining ones have D > 0 and respond most strongly at ω = 0, and there P is 1 for z ≤ 1 and smaller beyond. Thus x is small when d is small compared with the Bohr radius, whatever the value of kF d. Then ln(1 + x) − x ≈ −x²/2 and

ε_c ≈ −(2/π)∫₀^∞dz (1 − e^(−az))² J(z), J(z) = ∫₀^∞P²du.

For large z, √(w² − 1) ≈ w, so P ≈ 1/[2(z² + u²)] and

J ≈ ¼∫₀^∞du/(z² + u²)² = π/(16z³).

A constant interaction would replace the squared bracket by a²z² and leave ∫dz/z, which diverges. The true v(q) falls off at q of order 1/d and cuts the integral off.

To find the constant, split the integral at Z with 1 ≪ Z ≪ 1/a. The lower part is a²[K + (π/16)ln Z], where

K = lim_(Z→∞)[∫₀^Z z²J dz − (π/16)ln Z].

In the upper part put t = az, which gives (π/16)a²∫_(aZ)^∞ (1 − e^(−t))²t⁻³dt. For a small lower limit s, two integrations by parts give boundary terms ½ and 1, and leave

∫_s^∞(2e^(−2t) − e^(−t))dt/t = 2E₁(2s) − E₁(s) = −ln s − γ − 2 ln 2.

Here E₁(s) = ∫_s^∞e^(−t)dt/t ≈ −γ − ln s, with γ Euler's constant. Adding both parts, ln Z cancels. With a = 4kF d the result is

ε_c ≈ −2(kF d)²[ln(1/(kF d)) + C],
C = 3/2 − γ − 4 ln 2 + 16K/π.

Numerical integration gives K = 0.1249 and C = −1.2135. To leading order

ε_c/ε_x ≈ 4d[ln(1/(kF d)) + C],

with d in bohr. The ratio does vanish on this path, but because d itself goes to zero.

**Reading the numbers at kF = 1 bohr⁻¹**

These are round model parameters. For electrons in vacuum, gate distances of order 1 bohr or less explore the mathematical limit of an ideal layer and gate, not a device. For a layer with effective mass m* in a uniform dielectric of constant ε, the same formulas hold with the bohr replaced by the effective Bohr radius εa₀m/m* and the hartree by the effective hartree, still neglecting layer thickness and the finite response of the gate. Energies are in hartree per electron.

kF d: ε_x; ε_c; ε_c/ε_x
∞: −0.4244; −0.1804; 0.425
1: −0.2482; −0.1506; 0.607
0.3: −0.1168; −0.0788; 0.674
0.1: −0.0458; −0.0240; 0.525
0.01: −0.00496; −0.00068; 0.137

The sum ε_x + ε_c is −0.605 hartree (−16.5 eV) without a gate and −0.399 hartree (−10.9 eV) at kF d = 1. Its magnitude falls steadily, but the ratio first rises and then falls, with its largest tabulated value at kF d = 0.3. The initial rise reflects how differently the two parts respond to a distant gate: from kF d = ∞ to 10, |ε_x| drops by 0.0242, close to 1/(4d) = 0.025, while |ε_c| drops by 0.0006.

At kF d = 0.01 the limiting law gives

−2 × 10⁻⁴ × (4.605 − 1.214) = −6.78 × 10⁻⁴ hartree,

against −6.79 × 10⁻⁴ from the full integral. At kF d = 0.1 the full RPA value is already 10% larger in magnitude than the law.

**What RPA gets wrong even near the gate**

A small RPA energy need not be an accurate one. At second order, two electrons k and p scatter to k + q and p − q. The ring term contains v(q)² for all four spin combinations. The exchange term has the opposite sign, exists for the two combinations with equal spins, and contains v(q)v(p − k − q). For q of order kF both factors are close to 4πd; for q ≫ kF the two transfers have nearly the same length. In either range the exchange term is close to −2/4 = −1/2 of the ring term. For ten electrons in a periodic box the computed ratio is −0.462, −0.499 and −0.500 at kF d = 1, 0.1 and 0.01.

In second-order perturbation theory the leading correlation energy near the gate is therefore half the RPA value,

ε_c ≈ −(kF d)² ln(1/(kF d)).

RPA makes this term twice as large as second-order perturbation theory does, although the total through first order is right.

**Dilution at fixed gate distance**

Now hold d = 1 bohr and lower kF. At kF d = 0.1 this path has kF = 0.1, and

ε_c/ε_x = 1.782/0.458 = 3.89,

whereas the fixed-density path gave 0.525 at the same kF d. The tempting solution requires these ratios to be equal.

The logarithm survives although d is no longer small, because P falls as 1/z² and makes x small at large z. Lowering kF lengthens the range of z up to 1/(4kF d), so ε_c/kF² behaves as 2d² ln kF plus a constant. Between kF = 10⁻³ and 10⁻⁴ the computed slope is 1.994, against 2d² = 2 in these units.

This behaviour cannot be physical. Since v(r) > 0, the exact energy per electron cannot lie below the free kinetic energy kF²/4. Hence the exact interaction contribution, including Hartree, must satisfy

kF²d + ε_x + ε_c ≥ 0.

With the RPA ε_c, the left side divided by kF² is 0.60 at kF = 1, but −1.24 at kF = 0.1 and −9.5 at kF = 0.001. RPA breaks the bound somewhere between the first two densities.

The missing process is repeated scattering of the same pair. Its size can be estimated for small d. One more scattering brings a factor −v(q)/q², since the pair energy is about q² for large q. Integrated from kF to 1/d, its magnitude is

∫q dq/(2π) × 4πd/q² = 2d L, L = ln(1/(kF d)).

Summing the repetitions at leading logarithm turns the first-order energy kF²d/2, Hartree plus exchange, into

(kF²d/2)/(1 + 2dL).

This stays positive, and its expansion reproduces the second-order term −(kF d)²L found above. It is an estimate for d ≪ 1, not a result for d = 1 bohr. It also supplies the condition for stopping at second order: d ln(1/(kF d)) ≪ 1, with d in bohr. The condition presumes small kF d. Moving the gate closer at fixed density satisfies it only once d is small enough: at kF = 0.1 and d = 0.1 bohr, where kF d = 0.01, d ln(1/(kF d)) is still 0.46 and RPA still breaks the bound, the left side divided by kF² being about −0.015. Where the condition does hold, the total is accurate because ε_c is small beside ε_x, not because RPA gives ε_c correctly. Diluting the gas at fixed d eventually violates the condition. Small kF d by itself therefore does not make exchange plus RPA reliable.

The numerical output below gives the full tables for both paths.

Values computed for the example and the checks

```
kF = 1.000 1/bohr, n = 0.15915 1/bohr^2, rs = 1.4142 bohr
free kinetic energy per electron = 0.2500 hartree
Fixed density; energies per electron in hartree
kF*d     e_x         e_c(RPA)    e_x+e_c     e_c/e_x  Hartree+e_x+e_c
inf     -4.2441e-01 -1.8042e-01 -6.0483e-01   0.4251          inf
10      -4.0021e-01 -1.7981e-01 -5.8002e-01   0.4493   9.4200e+00
3       -3.4986e-01 -1.7515e-01 -5.2501e-01   0.5006   2.4750e+00
1       -2.4819e-01 -1.5058e-01 -3.9876e-01   0.6067   6.0124e-01
0.3     -1.1682e-01 -7.8776e-02 -1.9559e-01   0.6744   1.0441e-01
0.1     -4.5787e-02 -2.4016e-02 -6.9803e-02   0.5245   3.0197e-02
0.03    -1.4601e-02 -4.1625e-03 -1.8764e-02   0.2851   1.1236e-02
0.01    -4.9551e-03 -6.7917e-04 -5.6342e-03   0.1371   4.3658e-03
0.001   -4.9955e-04 -1.1389e-05 -5.1094e-04   0.0228   4.8906e-04
e_x+e_c at kF*d = 1: -0.39876 hartree = -10.851 eV
e_x+e_c without gate: -0.60483 hartree = -16.458 eV
near-gate constants: K = 0.12494, C = -1.21351
kF*d    e_x/(-kF^2 d/2)   e_c/(near-gate law)
0.1     0.91573           1.10259
0.01    0.99101           1.00124
0.001   0.99910           1.00005
Second-order exchange / ring term, 10 electrons in a box
kF*d = 1     ratio = -0.4621
kF*d = 0.1   ratio = -0.4990
kF*d = 0.01  ratio = -0.5000
Dilution at d = 1.0 bohr; energies divided by kF^2 (hartree bohr^2)
kF (1/bohr)  e_x/kF^2   e_c/kF^2   (Hartree+e_x+e_c)/kF^2
1            -0.24819   -0.15058      0.60124
0.1          -0.45787   -1.78179     -1.23966
0.01         -0.49551   -5.53498     -5.03048
0.001        -0.49955  -10.01794     -9.51748
0.0001       -0.49995  -14.60926    -14.10921
slope of e_c/kF^2 against ln kF = 1.9940; 2 d^2 = 2.0000 (hartree bohr^2)
Checks: independent value, formula value (kF = 1.3, d = 0.4)
exchange: real space -0.2245115, formula -0.2245115 hartree
RPA, q < 40 kF: modes -0.120548, frequency integral -0.120548 hartree
```
